\section*{Backward Euler for surface reaction networks: conserved sites and nonnegative coverages}

\section{A time step is measured against a rate}

A coverage is a fraction of surface sites and has no unit. A first-order rate constant $k$ has the unit $\mathrm{s^{-1}}$, and a time step $h$ has the unit s. The coverage left after one step of a simple decay $d\theta/dt=-k\theta$ can therefore depend on $h$ and $k$ through the product $hk$ alone. Since the equation is linear, a linear one-step method has the form
\begin{equation}
\theta'=g(hk)\,\theta ,
\end{equation}
where the prime marks the value after the step. The range of steps that starts at $h=0$ and keeps $\theta'\ge 0$ throughout must then read $hk\le\beta$, with $\beta$ a pure number set by the method.

Forward Euler evaluates the loss at the old coverage: $\theta'=\theta-hk\theta$, so $g=1-hk$ and $\beta=1$. Backward Euler evaluates it at the new coverage: $\theta'=\theta-hk\theta'$, so
\begin{equation}
g(hk)=\frac{1}{1+hk},
\end{equation}
which is positive for every $h>0$. There is no finite $\beta$. The question is whether this survives when many states exchange sites at very different rates, as they do in atomic layer deposition.

\section{One step by hand}

Consider a surface dosed with a precursor A. A site is in one of three states: V, vacant and reactive; P, holding a physisorbed A; C, holding chemisorbed A. The same letters denote the coverages. Adsorption takes V to P at rate $k_a$, desorption takes P back to V at rate $k_d$, and reaction takes P to C at rate $k_r$. The gas pressure is prescribed, so $k_a$ does not depend on the coverages.

Start with $V=1$, $P=C=0$, and define the dimensionless numbers $x=hk_a$, $y=hk_d$, $z=hk_r$. Backward Euler gives
\begin{align}
V'&=1-xV'+yP',\\
P'&=xV'-(y+z)P',\\
C'&=zP'.
\end{align}
Adding the three lines cancels every exchange term and leaves $V'+P'+C'=1$. The second line gives $P'=xV'/(1+y+z)$. Inserted in the first, this yields
\begin{equation}
V'\left(1+x-\frac{xy}{1+y+z}\right)=1 .
\end{equation}
The bracket contains a subtraction, but it can be combined:
\begin{equation}
x-\frac{xy}{1+y+z}=\frac{x(1+y+z)-xy}{1+y+z}=\frac{x(1+z)}{1+y+z}.
\end{equation}
Hence
\begin{equation}
V'=\frac{1}{1+\dfrac{x(1+z)}{1+y+z}},\qquad P'=\frac{xV'}{1+y+z},\qquad C'=zP'. \label{hand}
\end{equation}
All three are nonnegative for any $h>0$.

For numbers, take round model parameters: $T=500$ K, pressure $p=10$ Pa, molecular mass $m=100$ u, site density $N=5\times10^{18}\ \mathrm{m^{-2}}$ and sticking probability $s=0.01$ on a vacant site. The flux onto a surface is the gas density $p/k_BT$ times the mean inward velocity,
\begin{equation}
\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv=\sqrt{\frac{k_BT}{2\pi m}},
\end{equation}
so the flux is $p/\sqrt{2\pi mk_BT}=1.178\times10^{23}\ \mathrm{m^{-2}s^{-1}}$. Multiplying by $s/N$ gives $k_a=235.7\ \mathrm{s^{-1}}$. Desorption and reaction follow $\nu e^{-E/k_BT}$ with $\nu=10^{13}\ \mathrm{s^{-1}}$ and barriers of 0.80 and 0.85 eV, which gives $k_d=8.637\times10^4\ \mathrm{s^{-1}}$ and $k_r=2.706\times10^4\ \mathrm{s^{-1}}$.

With $h=0.01$ s, $x=2.357$, $y=863.7$ and $z=270.6$. Equation (\ref{hand}) gives
\begin{equation}
V'=0.6395,\qquad P'=0.00133,\qquad C'=0.3592,
\end{equation}
with unit sum to the rounding shown. Forward Euler would give $V'=1-x=-1.357$.

Two limits show what the step does. For $h(k_d+k_r)\ll1$, which here means $h\ll10^{-5}$ s, $P'\approx x$ and $C'\approx xz=h^2k_ak_r$. The true solution has $P\approx k_at$ and therefore $C\approx\int_0^h k_rk_at\,dt=h^2k_ak_r/2$. The discrepancy is of order $h^2$ in one step, as expected of a first-order method. For large $h$, meaning $hk_{\rm eff}\gg1$,
\begin{equation}
V'\approx\frac{1}{hk_{\rm eff}},\qquad k_{\rm eff}=\frac{k_ak_r}{k_d+k_r}\approx 56\ \mathrm{s^{-1}} .
\end{equation}
A single step of $10^6$ s gives $V'=1.8\times10^{-8}$. The surface is nearly saturated, but the remainder falls as $1/h$, not exponentially.

\section{The general statement}

Let a site have states $i=1,\dots,n$, one state at a time, with vacant sites listed too. Let $k_{ij}\ge0$ be the rate from $j$ to $i$, and let $q_j=\sum_{i\ne j}k_{ij}$ be the total exit rate of $j$. The closed network is
\begin{equation}
\frac{d\theta}{dt}=K\theta,\qquad K_{ij}=k_{ij}\ (i\ne j),\qquad K_{jj}=-q_j .
\end{equation}
Closed means that everything leaving one listed state enters another, so each column of $K$ sums to zero. The claim is that for every $h>0$ the equation
\begin{equation}
(I-hK)\theta'=\theta \label{step}
\end{equation}
has one solution, that $\sum_i\theta'_i=\sum_i\theta_i$, and that $\theta\ge0$ implies $\theta'\ge0$, component by component.

\textbf{Conservation.} Sum (\ref{step}) over its rows. The term with $K$ vanishes because its columns sum to zero, and the totals are equal.

\textbf{Nonnegativity.} Row $i$ of (\ref{step}) reads
\begin{equation}
(1+hq_i)\theta'_i=\theta_i+h\sum_{j\ne i}k_{ij}\theta'_j . \label{row}
\end{equation}
Let $n_i=\max(0,-\theta'_i)$ be the size of any negative part. If $\theta'_i<0$, change the sign of (\ref{row}), drop $-\theta_i\le0$, and use $-\theta'_j\le n_j$:
\begin{equation}
(1+hq_i)n_i\le h\sum_{j\ne i}k_{ij}n_j .
\end{equation}
If $\theta'_i\ge0$, the left side is zero and the inequality holds as well. Now sum over $i$. On the right, each $n_j$ is multiplied by $h\sum_{i\ne j}k_{ij}=hq_j$, so
\begin{equation}
\sum_in_i+h\sum_iq_in_i\le h\sum_jq_jn_j .
\end{equation}
The exit terms cancel and $\sum_in_i\le0$. Since no $n_i$ is negative, all vanish.

\textbf{Existence and uniqueness.} If $(I-hK)u=0$, the argument just given applies to $u$ and to $-u$. Both are nonnegative, so $u=0$. A square matrix with this property is invertible.

The matrix $R(h)=(I-hK)^{-1}$ thus has nonnegative entries and unit column sums. It also does not amplify the sum of absolute errors: for any vector $e$, $\sum_i|(Re)_i|\le\sum_{ij}R_{ij}|e_j|=\sum_j|e_j|$. The largest error in a single coverage can still grow, when errors from several states collect in one.

Rates may change between steps, because the proof concerns one step at a time. If rates depend on coverage, as in adsorption on pairs of sites, the proof still covers a step whose rates are frozen at the old coverages, provided they are nonnegative. It secures the total and the signs, not the stoichiometry: if a site in state X reacts with a site in state Y at rate $kXY$, the frozen step removes $hkYX'$ from X but $hkXY'$ from Y, and for $X=0.8$, $Y=0.2$, $hk=10$ these amounts are 0.53 and 0.18. It does not by itself establish that a fully implicit nonlinear step has a solution. If a product state is left out of the list, the listed total is no longer conserved.

\section{An elimination without subtraction}

In floating-point arithmetic the 1 in $1+hq_j$ is damaged when $hq_j$ is huge, and that 1 carries the conservation law. The hand calculation shows the cure: combine the cancelling terms before evaluating them.

Write $a_{ij}=hk_{ij}$, let $b$ start as $\theta$, and store the column sums $c_j$ of $I-hK$, which start at 1. The diagonal element is then $d_j=c_j+\sum_{i\ne j}a_{ij}$. Eliminate the states in order. For state $k$, with $i,j>k$ still to come,
\begin{equation}
d_k=c_k+\sum_{i>k}a_{ik},\qquad \theta'_k=\frac{1}{d_k}\Big(b_k+\sum_{j>k}a_{kj}\theta'_j\Big). \label{back}
\end{equation}
Substituting $\theta'_k$ in row $i$ adds $a_{ik}b_k/d_k$ to $b_i$ and subtracts $a_{ik}a_{kj}/d_k$ from the matrix element $(i,j)$. Off the diagonal that element is $-a_{ij}$, so
\begin{equation}
b_i\leftarrow b_i+\frac{a_{ik}b_k}{d_k},\qquad a_{ij}\leftarrow a_{ij}+\frac{a_{ik}a_{kj}}{d_k}\quad(i\ne j).
\end{equation}
For the column sums, removing row $k$ from column $j$ removes the element $-a_{kj}$ and leaves $c_j+a_{kj}$. The substitution subtracts $\sum_{i>k}a_{ik}a_{kj}/d_k=(d_k-c_k)a_{kj}/d_k$. Therefore
\begin{equation}
c_j\leftarrow c_j+a_{kj}-\frac{(d_k-c_k)a_{kj}}{d_k}=c_j+\frac{c_ka_{kj}}{d_k}.
\end{equation}
After the last state, (\ref{back}) is evaluated backwards. Every operation is a sum, product or quotient of nonnegative numbers, and $d_k\ge1$. No computed coverage can be negative, as long as the numbers stay within floating-point range.

The gain was measured on twenty random six-state networks with rates spread logarithmically between $10^{-3}$ and $10^5\ \mathrm{s^{-1}}$, at $h=10^8$ s and unit total coverage. An ordinary double-precision dense solve missed the total by up to $2.3\times10^{-4}$; the elimination above missed it by at most $6\times10^{-16}$. At $hq\approx10^{13}$ neighbouring double-precision numbers are about $0.002$ apart, so a column sum that should be 1 is already uncertain in the third decimal.

\section{What a large step means}

The matrix $e^{tK}$ propagates the true solution for constant $K$. With $q$ the largest exit rate, $K+qI$ has no negative entry, so $e^{tK}=e^{-qt}e^{t(K+qI)}$ has none either. Its columns sum to one, so it is bounded and the following integral converges:
\begin{equation}
(I-hK)\int_0^\infty e^{-s}e^{shK}ds=-\int_0^\infty\frac{d}{ds}e^{-s(I-hK)}ds=I .
\end{equation}
The integral is therefore $R(h)$. A backward Euler step is the true evolution averaged over a random time, exponentially distributed with mean $h$. This is a second proof of both properties, since an average of admissible coverages is admissible.

After $n$ steps the random time is a sum of $n$ independent ones, with mean $t=nh$ and variance $nh^2=th$. Expanding the true solution about $t$ removes the linear term and leaves, to leading order in $h$,
\begin{equation}
\theta_n-\theta(t)\approx\frac{th}{2}\,\frac{d^2\theta}{dt^2}=\frac{th}{2}K^2\theta(t). \label{err}
\end{equation}

For a dose of 0.1 s with the parameters above, the true solution from a matrix exponential has $C=0.99635$. The errors of $C$, as fractions of all sites, are:

\begin{center}
\begin{tabular}{lll}
$h$ (s) & error & estimate (\ref{err})\\
$10^{-2}$ & $-8.0\times10^{-3}$ & $-5.8\times10^{-3}$\\
$10^{-3}$ & $-5.99\times10^{-4}$ & $-5.75\times10^{-4}$\\
$10^{-4}$ & $-5.77\times10^{-5}$ & $-5.75\times10^{-5}$
\end{tabular}
\end{center}

The sign has a simple origin. Since $k_d+k_r\gg k_a$, P quickly settles near $k_aV/(k_d+k_r)$, and the slow conversion proceeds at about $k_{\rm eff}$. Backward Euler replaces $e^{-hk_{\rm eff}}$ by the larger number $1/(1+hk_{\rm eff})$, so saturation comes late. Only in the initial transient, a few times $1/(k_d+k_r)$ long, is the sign opposite: there a short step puts $C$ ahead of the true value, as $h^2k_ak_r$ against $h^2k_ak_r/2$ showed. At $h=10^{-3}$ s the error is small against $C$, but it is 16\% of the unreacted fraction $1-C=0.00365$. Positivity is no guide to that accuracy.

\section{Two methods that can lose positivity}

Forward Euler has the matrix $I+hK$, with diagonal elements $1-hq_j$. It keeps every nonnegative start nonnegative if and only if $h\le1/\max_jq_j$. For the three states above the limit is $1/(k_d+k_r)=8.8\times10^{-6}$ s.

Crank--Nicolson averages the old and new rates. Since $I+hK/2=2I-(I-hK/2)$, its matrix is
\begin{equation}
(I-\tfrac h2K)^{-1}(I+\tfrac h2K)=2R(\tfrac h2)-I .
\end{equation}
Its off-diagonal elements are nonnegative, so the condition is $R_{jj}(h/2)\ge\tfrac12$ for every $j$. Equation (\ref{row}) with a start wholly in $j$ gives $R_{jj}(h/2)\ge1/(1+hq_j/2)$, hence $h\le2/\max_jq_j$ is sufficient. It is not always necessary: for two states that exchange at equal rates $k$, $R_{jj}(h/2)=(1+hk/2)/(1+hk)$ exceeds $\tfrac12$ for every $h>0$. In the dose above with $h=0.01$ s, the lowest Crank--Nicolson coverage is $-0.0020$. Both methods conserve the total, so a correct total does not reveal a negative coverage.

\section{A full deposition cycle}

Let a second reactant B restore the surface: it physisorbs on C to form a state Q, which desorbs back to C or reacts to V. B has mass 20 u, barriers of 0.70 eV for desorption and 0.75 eV for reaction, and otherwise the parameters of A. Its rates are $k_a=527$, $k_d=8.80\times10^5$ and $k_r=2.76\times10^5\ \mathrm{s^{-1}}$. Dose A, purge, dose B and purge last 0.1 s each; adsorption is off in the purges. With ten backward Euler steps per phase, the coverage C at the end of each phase is:

\begin{center}
\begin{tabular}{lll}
phase & $h=0.01$ s & matrix exponential\\
dose A & 0.98838 & 0.99635\\
purge & 0.98839 & 0.99635\\
dose B & $2.9\times10^{-4}$ & $3.5\times10^{-6}$\\
purge & $2.9\times10^{-4}$ & $3.5\times10^{-6}$
\end{tabular}
\end{center}

No coverage is negative, and the total stays within $2.2\times10^{-16}$ of one. The chemisorbed amount after the first purge is $4.94\times10^{18}\ \mathrm{m^{-2}}$, against $4.98\times10^{18}\ \mathrm{m^{-2}}$ without time-step error, a deficit of 0.8\%. The residue after dose B is too large by a factor of about 80. Steps this long suit an estimate of the uptake, but would overstate the dose time needed to reach a very small residue.

The temperature, dose time, site density, sticking probability and barriers are model choices, not data for a particular chemistry. Bulky ligands on a precursor can block neighbouring sites, which the model omits; if half the sites were blocked, the saturated uptake would halve to about $2.5\times10^{18}\ \mathrm{m^{-2}}$. The gas can also be depleted along a wafer or a trench. At half the pressure, with all else fixed, the exponent $k_{\rm eff}t$ falls from 5.6 to 2.8, and the unreacted fraction after dose A rises from about 0.4\% to about 6\%. These changes alter the rates and the accessible sites; the conservation and sign properties remain for a step whose rates are held fixed, as long as its network is closed and those rates are nonnegative.
